# Single and paired misfit dislocations in a capped strained layer: a numerical check

```python
# Result under test: relaxation of a buried strained layer (thickness h, cap H).
#   one dislocation at depth D:  E1 = g*Lam*ln(2D/r0) + g*be^2*cos(2phi)/2
#   pair, very thick cap:        E2 = 2*g*Lam*ln(h/(r0*sin(phi)))
#   the pair is the cheaper mode only when the cap exceeds H*, where
#   h + H* = h^2/(2 r0 sin(phi)^2) * exp(-be^2 cos(2phi)/(2 Lam))
# g = G/(4 pi (1-nu)), Lam = be^2 + (1-nu) bs^2; G shear modulus, nu Poisson
# ratio, be/bs edge/screw parts of the Burgers vector, phi glide-plane angle
# to the interface, r0 core cutoff of the slip cut.
# Internal units: nm and GPa, so line energy is GPa nm^2 = nJ/m.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

TO_EV_NM = 1e-18 / const.e          # nJ/m -> eV/nm
G, nu, b, r0 = 68.0, 0.22, 0.38, 0.1
strain, h, cap = 0.008, 20.0, 200.0

# crystal geometry of a 60 degree dislocation on a {111} plane, (001) growth
line = np.array([1, -1, 0]) / np.sqrt(2)
across = np.array([1, 1, 0]) / np.sqrt(2)
growth = np.array([0.0, 0.0, 1.0])
plane = np.array([1, 1, 1]) / np.sqrt(3)
burgers = b * np.array([1, 0, -1]) / np.sqrt(2)
assert abs(burgers @ plane) < 1e-12 and abs(line @ plane) < 1e-12
phi = np.arccos(plane @ growth)
bs = abs(burgers @ line)
be = np.sqrt(b**2 - bs**2)
bx = abs(burgers @ across)
bz = abs(burgers @ growth)
g = G / (4 * np.pi * (1 - nu))
Lam = be**2 + (1 - nu) * bs**2


def single_energy(depth, core=r0):
    return g * Lam * np.log(2 * depth / core) + 0.5 * g * be**2 * np.cos(2 * phi)


def pair_energy(thick, core=r0):
    return 2 * g * Lam * np.log(thick / (core * np.sin(phi)))


def crossover_cap(thick, core=r0, step=0.0):
    total = thick**2 / (2 * core * np.sin(phi)**2)
    total *= np.exp(-be**2 * np.cos(2 * phi) / (2 * Lam) - step / (g * Lam))
    return total - thick


# ---- independent road: slip work with image stress from surface point loads
V = np.arange(-40.0, 40.0001, 0.03)
DV = V[1] - V[0]
RX, RZ = -np.tanh(V), -1 / np.cosh(V)     # unit vectors, load -> field point
GX, GW = np.polynomial.legendre.leggauss(60)


def surface_traction(X, Z, edge, angle):
    """Traction (x, z) on a horizontal plane from an edge line in bulk."""
    c, s = np.cos(angle), np.sin(angle)
    x, y = X * c + Z * s, -X * s + Z * c
    r2 = x * x + y * y
    pref = G * edge / (2 * np.pi * (1 - nu)) / r2**2
    sxx = -pref * y * (3 * x * x + y * y)
    syy = pref * y * (x * x - y * y)
    sxy = pref * x * (x * x - y * y)
    tx = c * s * (sxx - syy) + (c * c - s * s) * sxy
    tz = s * s * sxx + c * c * syy + 2 * c * s * sxy
    return tx, tz


def log_nodes(start, end):
    half = 0.5 * np.log(end / start)
    s = start * np.exp(half * (GX + 1))
    return s, GW * half * s


def slip_energy(depth, lines, nodes, weights, edge, screw, angle):
    """Half the work of the full stress on the slip; lines = (position, sign)."""
    c, s = np.cos(angle), np.sin(angle)
    x, z = nodes * c, -depth + nodes * s
    load_x = x[:, None] - z[:, None] * np.sinh(V)[None, :]
    tau_e, tau_s = np.zeros_like(nodes), np.zeros_like(nodes)
    for pos, sign in lines:
        xj, dj = pos * c, depth - pos * s
        tau_e += sign * G * edge / (2 * np.pi * (1 - nu)) / (nodes - pos)
        tx, tz = surface_traction(load_x - xj, dj, sign * edge, angle)
        shear = (c * RX + s * RZ) * (-s * RX + c * RZ)
        tau_e += 2 / np.pi * DV * np.sum((tx * RX + tz * RZ) * shear, axis=1)
        X, Z = x - xj, z - dj
        mirror = (X * c + Z * s) / (X * X + Z * Z)
        tau_s += sign * G * screw / (2 * np.pi) * (1 / (nodes - pos) - mirror)
    return 0.5 * np.sum(weights * (edge * tau_e + screw * tau_s))


def numeric_single(depth, core=r0, edge=be, screw=bs, angle=phi):
    s, w = log_nodes(core, depth / np.sin(angle))
    return slip_energy(depth, [(0.0, 1)], s, w, edge, screw, angle)


def numeric_pair(thick, H):
    R = thick / np.sin(phi)
    s, w = log_nodes(r0, R / 2)
    s, w = np.concatenate([s, R - s]), np.concatenate([w, w])
    return slip_energy(thick + H, [(0.0, 1), (R, -1)], s, w, be, bs, phi)


# single edge line under a free surface, several glide angles
worst = 0.0
for angle in np.radians([35.0, 54.7, 80.0]):
    num = numeric_single(1.0, 1e-4, 1.0, 0.0, angle) / g
    ref = np.log(2e4) + 0.5 * np.cos(2 * angle)
    worst = max(worst, abs(num - ref))
assert worst < 1e-3                       # dropped terms are of order r0/D

# energies of the example, definition against formula (terms r0/h dropped)
n_single, n_capped = numeric_single(h), numeric_single(h + cap)
n_pair = numeric_pair(h, 1000 * h)
assert abs(n_single / single_energy(h) - 1) < 0.01
assert abs(n_capped / single_energy(h + cap) - 1) < 0.01
assert abs(n_pair / pair_energy(h) - 1) < 0.01
ratio = pair_energy(h) / single_energy(h)
assert abs(n_pair / n_single / ratio - 1) < 0.01

# which mode is cheaper on the two sides of the crossover, and where it lies
H_star = crossover_cap(h)
for H in (2.0, 10.0, 50.0, cap, 0.5 * H_star):
    assert numeric_pair(h, H) > numeric_single(h + H)
assert numeric_pair(h, 2 * H_star) < numeric_single(h + 2 * H_star)
H_num = np.exp(brentq(lambda q: numeric_pair(h, np.exp(q))
                      - numeric_single(h + np.exp(q)),
                      np.log(H_star / 3), np.log(H_star * 3), xtol=1e-5))
assert abs(H_num / H_star - 1) < 0.03     # core cutoff shifts it by ~2 r0/h


# ---- stiffness tensor: prefactor of the logarithm and driving work
def cubic_tensor(c11, c12, c44):
    d = np.eye(3)
    C = c12 * np.einsum('ij,kl->ijkl', d, d)
    C += c44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    return C


def log_prefactor(C, count=360):
    """b.B.b from the angular integral of the stiffness about the line."""
    e1, e2 = across, np.cross(line, across)
    B = np.zeros((3, 3))
    for w in 2 * np.pi * np.arange(count) / count:
        m = np.cos(w) * e1 + np.sin(w) * e2
        n = -np.sin(w) * e1 + np.cos(w) * e2
        f = lambda p, q: np.einsum('i,ijkl,l->jk', p, C, q)
        B += f(m, m) - f(m, n) @ np.linalg.solve(f(n, n), f(n, m))
    return burgers @ B @ burgers * (2 * np.pi / count) / (8 * np.pi**2)


def film_stress(C, eps):
    """Biaxial strain eps in the film plane, top face free of stress."""
    ezz = -eps * (C[2, 2, 0, 0] + C[2, 2, 1, 1]) / C[2, 2, 2, 2]
    return np.einsum('ijkl,kl->ij', C, np.diag([eps, eps, ezz]))


lame = 2 * G * nu / (1 - 2 * nu)
C_iso = cubic_tensor(lame + 2 * G, lame, G)
assert abs(log_prefactor(C_iso) / (g * Lam) - 1) < 1e-8
M = 2 * G * (1 + nu) / (1 - nu)
work_slip = abs(burgers @ film_stress(C_iso, strain) @ plane) * h / np.sin(phi)
assert abs(work_slip / (M * strain * bx * h) - 1) < 1e-10
drive = M * strain * bx                  # work per length and per nm of layer


# ---- critical thickness at the given strain
def critical(energy):
    return brentq(lambda t: energy(t) - drive * t, 3.0, 500.0)


hc_free = critical(single_energy)
hc_cap = critical(lambda t: single_energy(t + cap))
hc_pair = critical(pair_energy)
for t, energy in ((hc_free, numeric_single(hc_free)),
                  (hc_cap, numeric_single(hc_cap + cap)),
                  (hc_pair, numeric_pair(hc_pair, 1000 * hc_pair))):
    assert abs(energy / (work_slip / h * t) - 1) < 0.01
assert hc_pair / hc_free > pair_energy(hc_free) / single_energy(hc_free)


def eps_c(energy):
    return 100 * energy / (M * bx * h)


# ---- sizes of neglected effects (rough inputs)
surface_energy = 1.5                     # J/m^2
step = surface_energy * bz
c11, c12, c44 = 165.0, 65.0, 80.0        # GPa
C_cub = cubic_tensor(c11, c12, c44)
k_ratio = log_prefactor(C_cub) / (g * Lam)
m_ratio = film_stress(C_cub, 1.0)[0, 0] / M
soft = 0.04                              # relative modulus mismatch
d_alpha, d_T = 0.6e-6, 550.0             # 1/K, K
gap = pair_energy(h) - single_energy(h + cap)
spacing = G * bx**2 * (h + cap) / ((1 - nu) * gap)
barrier, attempt = 2.2, 1e13             # eV, 1/s
rate = lambda T: attempt * np.exp(-barrier * const.e / (const.k * T))

print(f"shear modulus {G:.0f} GPa, Poisson ratio {nu:.2f}")
print(f"Burgers vector {b:.2f} nm, core cutoff {r0:.2f} nm")
print(f"misfit strain {100*strain:.2f} %, layer {h:.0f} nm, cap {cap:.0f} nm")
print(f"glide-plane angle {np.degrees(phi):.2f} deg")
print(f"b_e {be:.4f} nm, b_s {bs:.4f} nm, b_x {bx:.4f} nm, b_z {bz:.4f} nm")
print(f"biaxial modulus M {M:.1f} GPa, film stress {M*strain:.3f} GPa")
print(f"Lambda {Lam:.4f} nm^2")
print(f"prefactor g*Lambda {g*Lam*TO_EV_NM:.3f} eV/nm")
print(f"surface constant g*be^2*cos(2phi)/2 "
      f"{0.5*g*be**2*np.cos(2*phi)*TO_EV_NM:.3f} eV/nm")
print(f"largest error of edge constant, 3 angles {worst:.1e} (units g b^2)")
print(f"driving work {drive*h*TO_EV_NM:.2f} eV/nm")
print(f"uncapped single: formula {single_energy(h)*TO_EV_NM:.2f}, "
      f"slip integral {n_single*TO_EV_NM:.2f} eV/nm")
print(f"capped single:   formula {single_energy(h+cap)*TO_EV_NM:.2f}, "
      f"slip integral {n_capped*TO_EV_NM:.2f} eV/nm")
print(f"pair, very thick cap: formula {pair_energy(h)*TO_EV_NM:.2f}, "
      f"slip integral {n_pair*TO_EV_NM:.2f} eV/nm")
print(f"pair under the {cap:.0f} nm cap, slip integral "
      f"{numeric_pair(h, cap)*TO_EV_NM:.2f} eV/nm")
print(f"ratio pair/uncapped {ratio:.3f}")
print(f"ratio capped single/uncapped {single_energy(h+cap)/single_energy(h):.3f}")
print(f"critical strain: uncapped {eps_c(single_energy(h)):.3f} %, "
      f"capped single {eps_c(single_energy(h+cap)):.3f} %, "
      f"pair {eps_c(pair_energy(h)):.3f} %")
print(f"crossover cap H*: formula {H_star:.0f} nm, slip integral {H_num:.0f} nm")
for H in (20.0, 50.0, 200.0, 1000.0, 10000.0):
    low = min(single_energy(h + H), pair_energy(h))
    mode = "single" if single_energy(h + H) < pair_energy(h) else "pair"
    print(f"cap {H:.0f} nm: cheaper mode {mode}, "
          f"cost/uncapped {low/single_energy(h):.3f}")
print(f"critical thickness: uncapped {hc_free:.1f} nm, "
      f"capped single {hc_cap:.1f} nm, pair {hc_pair:.1f} nm")
print(f"critical thickness ratio pair/uncapped {hc_pair/hc_free:.3f}")
print(f"H* at the pair's critical thickness {crossover_cap(hc_pair)/1000:.1f} um")
print(f"core cutoff = b: pair/uncapped "
      f"{pair_energy(h,b)/single_energy(h,b):.3f}, H* {crossover_cap(h,b):.0f} nm")
print(f"surface energy {surface_energy:.1f} J/m^2: step {step*TO_EV_NM:.2f} eV/nm")
print(f"with step: pair/uncapped {pair_energy(h)/(single_energy(h)+step):.3f}, "
      f"H* {crossover_cap(h, r0, step):.0f} nm")
print(f"core cutoff = b and step: H* {crossover_cap(h, b, step):.0f} nm")
print(f"cubic constants C11, C12, C44 {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"cubic/isotropic: log prefactor {k_ratio:.3f}, biaxial modulus "
      f"{m_ratio:.3f}, critical strain about {k_ratio/m_ratio:.3f}")
print(f"modulus mismatch {100*soft:.0f} %: pair energy shift at most "
      f"{soft*pair_energy(h)*TO_EV_NM:.2f} eV/nm")
print(f"expansion mismatch {d_alpha:.1e} /K over {d_T:.0f} K: strain "
      f"{100*d_alpha*d_T:.3f} %, {100*d_alpha*d_T/strain:.1f} % of misfit")
print(f"rough array spacing where pairs take over under the cap {spacing:.0f} nm")
print(f"glide barrier {barrier:.1f} eV, attempt rate {attempt:.0e} /s")
print(f"activated rate: {rate(850.0):.1e} /s at 850 K, "
      f"{rate(300.0):.1e} /s at 300 K")
print("all tests passed")
```

Printed output:

```
shear modulus 68 GPa, Poisson ratio 0.22
Burgers vector 0.38 nm, core cutoff 0.10 nm
misfit strain 0.80 %, layer 20 nm, cap 200 nm
glide-plane angle 54.74 deg
b_e 0.3291 nm, b_s 0.1900 nm, b_x 0.1900 nm, b_z 0.2687 nm
biaxial modulus M 212.7 GPa, film stress 1.702 GPa
Lambda 0.1365 nm^2
prefactor g*Lambda 5.909 eV/nm
surface constant g*be^2*cos(2phi)/2 -0.782 eV/nm
largest error of edge constant, 3 angles 4.9e-05 (units g b^2)
driving work 40.36 eV/nm
uncapped single: formula 34.62, slip integral 34.61 eV/nm
capped single:   formula 48.79, slip integral 48.79 eV/nm
pair, very thick cap: formula 65.01, slip integral 64.96 eV/nm
pair under the 200 nm cap, slip integral 64.92 eV/nm
ratio pair/uncapped 1.878
ratio capped single/uncapped 1.409
critical strain: uncapped 0.686 %, capped single 0.967 %, pair 1.289 %
crossover cap H*: formula 3404 nm, slip integral 3376 nm
cap 20 nm: cheaper mode single, cost/uncapped 1.118
cap 50 nm: cheaper mode single, cost/uncapped 1.214
cap 200 nm: cheaper mode single, cost/uncapped 1.409
cap 1000 nm: cheaper mode single, cost/uncapped 1.671
cap 10000 nm: cheaper mode pair, cost/uncapped 1.878
critical thickness: uncapped 16.6 nm, capped single 24.2 nm, pair 35.6 nm
critical thickness ratio pair/uncapped 2.142
H* at the pair's critical thickness 10.8 um
core cutoff = b: pair/uncapped 1.842, H* 881 nm
surface energy 1.5 J/m^2: step 2.52 eV/nm
with step: pair/uncapped 1.751, H* 2217 nm
core cutoff = b and step: H* 569 nm
cubic constants C11, C12, C44 165, 65, 80 GPa
cubic/isotropic: log prefactor 0.972, biaxial modulus 0.840, critical strain about 1.156
modulus mismatch 4 %: pair energy shift at most 2.60 eV/nm
expansion mismatch 6.0e-07 /K over 550 K: strain 0.033 %, 4.1 % of misfit
rough array spacing where pairs take over under the cap 266 nm
glide barrier 2.2 eV, attempt rate 1e+13 /s
activated rate: 9.0e-01 /s at 850 K, 1.1e-24 /s at 300 K
all tests passed
```
